# Electrostatic-gradient length and flux closure in an unscreened ferroelectric sphere

## Problem

A ferroelectric has the gradient coefficient $g=1\times10^{-10}\ \mathrm{J\,m^3/C^2}$.

(a) Over what length does the gradient energy balance the electrostatic energy of polarization charge?

(b) An isotropic sphere of this material stands in vacuum without free charge. Compare its uniform polarization with a vortex, and find the radius at which their quadratic costs are equal.

(c) For a sphere of radius $50$ Å, decide which state is favoured once the polarization has a finite amplitude, and bound the net polarization of the ground state.

## Model and conventions

The algebra is in atomic units, where $4\pi\varepsilon_0=1$. The energy of a polarization field $\mathbf P(\mathbf r)$ in a sphere of radius $R$ and volume $V$ is

$$F=\int_V\left[-\frac A2P^2+\frac b4P^4+\frac g2\sum_{ij}(\partial_iP_j)^2\right]dV+E_{\rm dep},$$

with $A,b,g>0$. The factor $1/2$ before $g$ is part of its definition. The local energy depends on $|\mathbf P|$ alone, which is what "isotropic" means here. No surface energy is added, so $\mathbf P$ is free at the surface.

The remaining polarizability is described by a background permittivity $\varepsilon=\varepsilon_b$ inside and $\varepsilon=1$ outside. The displacement is $\mathbf D=\varepsilon\mathbf E+4\pi\mathbf P$. Without free charge $\nabla\cdot\mathbf D=0$, and $\mathbf E=-\nabla\phi$. The electrostatic energy is

$$E_{\rm dep}=-\frac12\int\mathbf P\cdot\mathbf E\,dV .$$

Let $\mathbf E_1,\mathbf D_1$ belong to $\mathbf P_1$ and $\mathbf E_2=-\nabla\phi_2$ to $\mathbf P_2$. Integration by parts over all space gives $\int\mathbf E_2\cdot\mathbf D_1\,dV=\int\phi_2\nabla\cdot\mathbf D_1\,dV=0$, since the surface term vanishes at infinity. Inserting $\mathbf D_1$,

$$\int\mathbf P_1\cdot\mathbf E_2\,dV=-\frac1{4\pi}\int\varepsilon\,\mathbf E_1\cdot\mathbf E_2\,dV. \qquad (1)$$

The right side is symmetric in 1 and 2. For equal fields it gives $E_{\rm dep}=\frac1{8\pi}\int\varepsilon E^2dV\ge0$, which is zero only if $\mathbf E$ vanishes everywhere.

## (a) The length

Take a planar variation $P(x)$ directed along $x$, with $D=0$. Then $E=-4\pi P/\varepsilon_b$, and the electrostatic energy density is $-PE/2=2\pi P^2/\varepsilon_b$. For small $P$ the quartic term drops out, and the energy per area is

$$\int\left[\frac g2P'^2+\frac12\left(\frac{4\pi}{\varepsilon_b}-A\right)P^2\right]dx .$$

Setting its variation to zero gives

$$gP''=\left(\frac{4\pi}{\varepsilon_b}-A\right)P,\qquad \lambda=\sqrt{\frac{g}{4\pi/\varepsilon_b-A}},$$

where $\lambda$ is the decay length of the solution $e^{-x/\lambda}$. If $A\ll4\pi/\varepsilon_b$, then $\lambda\simeq\sqrt{\varepsilon_b}\,\ell$ with

$$\boxed{\ell=\sqrt{\frac g{4\pi}}}\qquad\text{or, in SI, }\ \ell=\sqrt{\varepsilon_0g}.$$

For numbers in eV and Å, with charge counted in units of $e$, every electrostatic $4\pi$ becomes $4\pi k$, where $k=e^2/(4\pi\varepsilon_0)$ is $14.40$ eV Å. The given coefficient becomes $g=16.02$ eV Å$^3/e^2$. Hence

$$\ell=\sqrt{\frac{16.02}{4\pi\times14.40}}\ \text{Å}=0.298\ \text{Å},$$

or $0.562$ bohr. With $\varepsilon_b=7$ and $A=0.2$ eV Å$/e^2$, the values used below, $\lambda=0.79$ Å.

Both lengths are shorter than a lattice spacing, which is a few ångströms. The continuum model cannot describe a profile that narrow, so $\ell$ is not the width of an observable structure. It is a measure of relative cost. A longitudinal variation on a scale $L$ has a gradient cost of order $g/L^2$ and an electrostatic cost of order $4\pi/\varepsilon_b$. Their ratio is $\varepsilon_b\ell^2/L^2$. For a sinusoidal variation $L$ is the wavelength divided by $2\pi$, and with $\varepsilon_b=7$ the ratio is 0.38 at a wavelength of 8 Å and 0.06 at 20 Å. It is small for variations that extend over many lattice spacings. Low-energy fields therefore avoid polarization charge and accept gradients instead.

## (b) Uniform polarization against a vortex

**Uniform state.** Let $\mathbf P=P\hat{\mathbf z}$. Try $\phi=Cr\cos\theta$ inside and $\phi=CR^3\cos\theta/r^2$ outside, which are harmonic and agree at $r=R$. Continuity of the normal component of $\mathbf D$ requires

$$-\varepsilon_bC+4\pi P=2C,\qquad C=\frac{4\pi P}{\varepsilon_b+2}.$$

The inside field is thus uniform and opposes $\mathbf P$:

$$\mathbf E=-N\mathbf P,\qquad N=\frac{4\pi}{\varepsilon_b+2}.$$

The gradient energy is zero, and the electrostatic energy per volume is $NP^2/2$. I call the coefficient $N$ the stiffness of the uniform state.

**Vortex.** Take polarization circulating about the $z$ axis,

$$\mathbf P=c\,f(r)\sin\theta\,\hat{\boldsymbol\varphi}=c\,\frac{f(r)}r(-y,x,0),\qquad f(r)=j_1(qr),$$

where $j_1$ is the spherical Bessel function. Its divergence is $c\,(f/r)'(-yx+xy)/r=0$, and $\mathbf P\cdot\mathbf r=0$ at the surface. There is neither volume nor surface charge, so $\mathbf E=0$ and $E_{\rm dep}=0$.

Each Cartesian component is $j_1(qr)$ times a spherical harmonic with $l=1$, so $\nabla^2P_j=-q^2P_j$. Integrating the gradient term by parts,

$$\int_V\sum_j|\nabla P_j|^2dV=\oint\sum_jP_j\,\partial_rP_j\,dS+q^2\int_VP^2dV .$$

A free surface imposes $\partial_rP_j=0$, because the variation of the gradient energy leaves the surface term $g\,\partial_rP_j\,\delta P_j$. This means $j_1'(qR)=0$. From $j_1(x)=\sin x/x^2-\cos x/x$,

$$j_1'(x)=\frac{(x^2-2)\sin x+2x\cos x}{x^3}.$$

Its first positive root, found numerically, is $x_1=2.0816$. With $q=x_1/R$ the gradient energy per volume is $G\langle P^2\rangle/2$, where angle brackets denote the volume average and

$$G=\frac{g\,x_1^2}{R^2}.$$

**Equal costs.** Setting $G=N$ gives

$$\boxed{R_c=x_1\sqrt{\frac gN}=x_1\sqrt{\varepsilon_b+2}\;\ell},\qquad \frac NG=\left(\frac R{R_c}\right)^2 .$$

For $\varepsilon_b=1$ this is $R_c=1.07$ Å. For $\varepsilon_b=7$ it is $2.0816\times3\times0.298\ \text{Å}=1.86$ Å, or $3.51$ bohr. A background permittivity weakens the depolarizing field and moves the crossing outward, but here the crossing stays below a lattice spacing. No sphere large enough for the continuum model lies on the side where uniform polarization is cheaper.

**No other field is softer.** The comparison so far involves two chosen fields. To cover all fields, write $\mathbf P=\bar{\mathbf P}+\delta\mathbf P$, where $\bar{\mathbf P}$ is the volume average and $\int\delta\mathbf P\,dV=0$. Three facts are needed.

1. By (1), the electrostatic cross term is $-\int\delta\mathbf P\cdot\mathbf E[\bar{\mathbf P}]\,dV=N\bar{\mathbf P}\cdot\int\delta\mathbf P\,dV=0$. Hence $E_{\rm dep}=\frac12VN|\bar{\mathbf P}|^2+E_{\rm dep}[\delta\mathbf P]$, and the last term is not negative.

2. Only $\delta\mathbf P$ has gradients. Each of its components has zero mean, so $\int|\nabla\delta P_j|^2dV\ge\mu\int\delta P_j^2dV$, where $\mu$ is the smallest nonzero eigenvalue of $-\nabla^2$ in the sphere with zero normal derivative.

3. That eigenvalue is $\mu=x_1^2/R^2$. A radial function $h(r)$ times a harmonic of order $l$ has gradient integral $\int[r^2h'^2+l(l+1)h^2]dr$, which grows with $l$, so $l=1$ lies below all $l\ge2$. For $l=0$ the condition is $j_0'=-j_1=0$. Since $j_1$ starts from zero and rises, it must pass its maximum at $x_1$ before it returns to zero, so the $l=0$ root is larger.

With $m=|\bar{\mathbf P}|^2/\langle P^2\rangle$, the gradient and electrostatic energies together obey

$$E_{\rm grad}+E_{\rm dep}\ \ge\ \frac{V\langle P^2\rangle}2\left[Nm+G(1-m)\right]. \qquad (2)$$

The bracket is never below the smaller of $N$ and $G$. The uniform field attains $N$ and the vortex attains $G$, so the lowest stiffness is $\min(N,G)$.

For $R>R_c$ the vortex is also the only field of lowest stiffness, apart from the choice of its axis. Equality in (2) at $m=0$ requires $P_i=f(r)\sum_jM_{ij}x_j/r$ with a constant matrix $M$, and also $\mathbf E=0$. Continuity of $\mathbf D$ then demands $\mathbf P\cdot\hat{\mathbf n}=0$ at the surface, or $\sum_{ij}\hat n_iM_{ij}\hat n_j=0$ for every direction $\hat{\mathbf n}$. The symmetric part of $M$ must vanish. An antisymmetric $M$ gives $\mathbf P\propto f(r)\,\mathbf a\times\mathbf r/r$, a vortex about the axis $\mathbf a$.

## When is there any polarization?

A low relative cost does not by itself create a vortex. The local term $-AP^2/2$ must pay for it. By (2), if $A<\min(N,G)$ every nonzero field has $F>0$ and the sphere is nonpolar. If $A<N$, polarization first becomes favourable at $G=A$, that is, at

$$R_v=x_1\sqrt{\frac gA}.$$

With $A=0.2$ eV Å$/e^2$ this is $18.6$ Å. The following table uses the same $A$ and $\varepsilon_b=7$, for which $N=4\pi\times14.40/9=20.1$ eV Å$/e^2$.

| $R$ (Å) | $G$ (eV Å$/e^2$) | $N/G$ | State |
|---:|---:|---:|:---|
| 1.86 ($R_c$) | 20.1 | 1 | formal crossing; nonpolar |
| 18.6 ($R_v$) | 0.200 | 101 | onset of the vortex |
| 50 | 0.0278 | 724 | polar, nearly dipole-free |

The first row lies outside the range of the continuum model and marks only where the two formulas meet. At the onset of polarization the vortex is already about a hundred times softer than the uniform state.

Just above $R_v$ the ground state is close to a single vortex. The stiffnesses in a finite sphere are discrete, so the next one lies a finite amount $\Delta$ above $G$. If a fraction $w$ of $\langle P^2\rangle$ lies outside the vortex modes, negative energy requires $G+\Delta w<A$, or $w<(A-G)/\Delta$. This tends to zero at onset. Farther above $R_v$ the argument no longer singles out one vortex, and several vortices or other closure patterns may compete.

## (c) Finite amplitude at 50 Å

Choose $b=500$ eV Å$^5/e^4$. The local energy is then lowest at $P_0=\sqrt{A/b}=0.020\ e/$Å$^2$. These are round model parameters, not those of a named material. The volume is $V=5.236\times10^5$ Å$^3$.

**Uniform state.** Its energy is

$$F=V\left[\frac{N-A}2P^2+\frac b4P^4\right].$$

Since $N>A$, this is positive at every nonzero amplitude. At $P_0$ the depolarization energy is

$$\tfrac12\times5.236\times10^5\times20.1057\times(0.020)^2\ \text{eV}=2105\ \text{eV},$$

while the local energy supplies $-VA^2/(4b)=-10.5$ eV. The total is $2095$ eV. A uniform sphere would lower its energy by losing its polarization altogether. Its inside field $NP_0$ would be $0.40$ V/Å, which amounts to $40$ V across the sphere. A real insulator with a band gap of a few electronvolts could not hold this without charge transfer, so the energy serves as a comparison within the model and does not describe a state that could be prepared.

**Vortex.** Keep the shape found above and let its amplitude vary. With $s=\langle P^2\rangle$ and $\kappa=\langle P^4\rangle/\langle P^2\rangle^2$,

$$\frac FV=-\frac{A-G}2s+\frac{b\kappa}4s^2 .$$

The derivative vanishes at $s=(A-G)/(b\kappa)$, and substitution gives

$$F_{\rm vortex}=-\frac{V(A-G)^2}{4b\kappa}.$$

For the shape factor, the angular averages are $\langle\sin^2\theta\rangle=2/3$ and $\langle\sin^4\theta\rangle=8/15$. Define $I_n=\int_0^1u^2j_1(x_1u)^n\,du$. For unit $c$, $\langle P^2\rangle=3\cdot\frac23I_2=2I_2$ and $\langle P^4\rangle=3\cdot\frac8{15}I_4=\frac85I_4$, so

$$\kappa=\frac{2I_4}{5I_2^2}=1.293$$

by numerical quadrature. With $A-G=0.2-0.0278=0.1722$ eV Å$/e^2$,

$$F_{\rm vortex}=-\frac{5.236\times10^5\times(0.1722)^2}{4\times500\times1.293}\ \text{eV}=-6.0\ \text{eV}.$$

The root-mean-square polarization is $0.0163\ e/$Å$^2$. Its gradient energy is $1.94$ eV, whereas a uniform state with the same root-mean-square polarization would have a depolarization energy of $1402$ eV. Their ratio is again $N/G=724$.

The shape was held fixed, so $-6.0$ eV is an upper bound to the ground-state energy. The local energy density cannot fall below $-A^2/(4b)$ and the other terms are not negative, so $-10.5$ eV is a lower bound.

These energies neglect thermal fluctuations. At $50$ Å the gain is over two hundred times $k_BT$ at 300 K ($0.026$ eV), but near onset it is small: the same formula gives $-0.009$ eV at $R=20$ Å, below $k_BT$. The radius $R_v$ is therefore a mean-field threshold, not the size at which a stable vortex would be observed at room temperature.

**Every low-energy state is nearly closed.** The ground state has $F<0$, because the vortex does. The quartic term is positive, so (2) requires $Nm+G(1-m)<A$, or

$$\boxed{m<\frac{A-G}{N-G}}=\frac{0.1722}{20.08}=0.0086 .$$

The mean polarization is therefore less than $0.093$ of the root-mean-square value. Negative energy also requires $E_{\rm dep}<AV\langle P^2\rangle/2$. Relative to a uniform state with the same $\langle P^2\rangle$, the electrostatic energy is below $A/N=0.2/20.1$, about one per cent. This second bound excludes strongly charged patterns even when their net dipole is zero. Together the two bounds give flux closure a precise sense without assuming a particular pattern.

## Large spheres

For $R\gg\sqrt{g/A}$ the Bessel profile is no longer a good trial shape, since its magnitude varies throughout the sphere. A better one has $|\mathbf P|=P_0$ outside a narrow core of fixed radius $\rho_c$ around the axis. There $\mathbf P=P_0\hat{\boldsymbol\varphi}$, and the turning of $\hat{\boldsymbol\varphi}$ gives $\sum_{ij}(\partial_iP_j)^2=P_0^2/\rho^2$, where $\rho$ is the distance from the axis. At given $\rho$ the sphere has height $2\sqrt{R^2-\rho^2}$, so

$$E_{\rm grad}=\frac{gP_0^2}2\int_{\rho_c}^R\frac{4\pi\sqrt{R^2-\rho^2}}\rho\,d\rho\simeq2\pi gP_0^2R\left[\ln\frac{2R}{\rho_c}-1\right]$$

for $\rho_c\ll R$. Inside the core $\mathbf P$ can fall linearly to zero on the axis, at a finite energy per length and thus a cost proportional to $R$. The whole excess over the bulk energy grows as $R\ln R$, while the depolarization energy of a uniform state grows as $R^3$. The preference for closure thus persists in large spheres.

## Where the conclusion can fail

**Screening.** Suppose that free charge lowers the uniform stiffness from $N$ to $N'$ and leaves the charge-free vortex unchanged. The quadratic costs become equal at $N'=G$, or $N'/N=0.0014$ at $50$ Å. At finite amplitude the uniform state has the advantage of constant magnitude. Its energy is $-V(A-N')^2/(4b)$ for $N'<A$, which falls below that of the fixed-shape vortex when

$$N'<A-\frac{A-G}{\sqrt\kappa}=0.2-\frac{0.1722}{\sqrt{1.293}}=0.049\ \text{eV Å}/e^2,$$

or $N'/N<0.0024$. A vortex free to change its shape could lower this threshold. In this model screening must remove more than 99 per cent of the depolarizing stiffness before uniform polarization competes. The conclusion therefore rests on the absence of free charge, and good electrodes or adsorbed charge could overturn it only if their screening is nearly complete.

**Anisotropy.** A vortex points along many crystal directions. If some are unfavourable, an energy penalty is added to it. At $50$ Å a penalty above $6.0$ eV would make the vortex at the amplitude found above worse than the nonpolar state, but the amplitude is free to fall. A penalty of fourth order in $P$, as in a cubic crystal, only adds to the quartic coefficient, so the vortex keeps a negative energy at a smaller amplitude. A penalty of second order in $P$ removes the fixed-shape vortex only if it exceeds the quadratic gain $V(A-G)s/2=12.0$ eV at the amplitude found above. Neither would rescue the unscreened uniform state, whose energy remains positive if the penalty is never negative. If only one axis $z$ is allowed, the vortex is excluded, and antiparallel domains are not a free replacement. Absence of charge would require $\partial_zP_z=0$ inside and $P_z=0$ at the surface, which leaves no polarization at all. Such domains therefore always carry some charge, and they can form only if their total stiffness still lies below $A$.

**Other terms.** A general gradient energy has several coefficients, and surface energies change the boundary condition. Both can alter $x_1$ and the vortex shape, although an added term in $(\nabla\cdot\mathbf P)^2$ alone costs this divergence-free vortex nothing. The change can be large. The form $\frac g4\sum_{ij}(\partial_iP_j+\partial_jP_i)^2$ differs from the one used here only by a term in $(\nabla\cdot\mathbf P)^2$ and a surface term, yet it vanishes for the charge-free rigid rotation $\mathbf P=\mathbf a\times\mathbf r$. Then $G=0$ and there is no nonpolar range of radii. The values of $R_c$ and $R_v$, and the factors below, thus belong to the gradient energy adopted above. The model also omits the coupling of polarization to strain, which adds an elastic cost to a vortex in a real crystal. Near a few lattice spacings the continuum description itself fails. The crossing radius $R_c$ varies only as $\sqrt g$, so at $R=50$ Å $g$ would have to be 724 times larger to make the two quadratic costs equal. The vortex itself is lost much earlier: $G$ reaches $A$ when $g$ is $0.2/0.0278=7.2$ times larger, and beyond that the sphere is nonpolar.

All numerical values are calculated from the stated model.
